**Numerical tests of the oscillator strength formula for an absorption band**

The program tests $f=K\int\varepsilon\,d\tilde\nu$ with $K=4.32\times10^{-9}$ mol L⁻¹ cm², where $f$ is the oscillator strength, $\varepsilon$ the molar decadic absorption coefficient in L mol⁻¹ cm⁻¹ and $\tilde\nu$ the wavenumber in cm⁻¹. It propagates a driven two-level system in time and asserts that the orientation-averaged absorption area agrees with $2\pi^2f/c$ (atomic units, $c$ the speed of light) within 1.5%; the printed ratio is 0.9974. It also asserts that a classical damped electron and a quantum harmonic electron in three dimensions both have $f=1$ within their numerical tolerances. The Beer–Lambert law is compared with the transmission of many thin layers. A synthetic band of three lines with known dipoles must return its $f$ and its dipole strength $D$, the sum of the squared transition dipoles. For a Gaussian band of height 20000 L mol⁻¹ cm⁻¹, centre 25000 cm⁻¹ and full width at half maximum 4000 cm⁻¹, the area formula and the leading width correction to $D$ are asserted against quadrature. The output gives $f=0.368$ and a transition dipole $\sqrt D$ of 5.59 D in the narrow-band approximation, or 5.61 D from the full integral.

## Program and output

```python
"""Oscillator strength f from a measured absorption band.

Result under test:  f = K * integral of eps over wavenumber, K = 4.32e-9
  eps : molar decadic absorption coefficient, L mol^-1 cm^-1
  nu  : wavenumber, cm^-1
  K   : 4 eps0 m_e c^2 ln(10) / (N_A e^2), converted to mol L^-1 cm^2
Atomic units: f = (2/3) sum_k omega_k |mu_k|^2 over the final states k,
dipole strength D = sum_k |mu_k|^2, transition dipole mu = sqrt(D).
Assumed: weak light, random orientation, refractive index 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal

LN10 = np.log(10.0)
c_au = 1.0 / const.fine_structure
bohr_cm = 100.0 * const.physical_constants["Bohr radius"][0]
hartree_cm = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0
debye_SI = 1e-21 / const.c
au_dipole_debye = const.e * bohr_cm / 100.0 / debye_SI

# One L mol^-1 cm^-2 equals 10 m mol^-1.
K = (4 * const.epsilon_0 * const.m_e * const.c**2 * LN10
     / (const.N_A * const.e**2)) * 10.0
assert abs(K - 4.32e-9) < 0.005e-9


def driven_two_level_area(omega0, mu, field, cycles):
    """Integrated cross section from the time-dependent Schroedinger equation.

    The full cosine field is kept. Gauss-Legendre nodes in cos(theta)
    average over the angle between dipole and field.
    """
    duration = 2 * np.pi * cycles / omega0
    steps = int(np.ceil(duration / 0.2))
    dt = duration / steps
    omega = np.linspace(0.2 * omega0, 1.8 * omega0, 401)
    cos_theta, weight = np.polynomial.legendre.leggauss(3)
    coupling = field * mu * cos_theta[:, None]

    def derivative(t, lower, upper):
        drive = 1j * coupling * np.cos(omega * t)[None, :]
        phase = np.exp(1j * omega0 * t)
        return drive * np.conj(phase) * upper, drive * phase * lower

    lower = np.ones((3, omega.size), dtype=complex)
    upper = np.zeros_like(lower)
    for n in range(steps):
        t = n * dt
        a1, b1 = derivative(t, lower, upper)
        a2, b2 = derivative(t + dt/2, lower + dt/2*a1, upper + dt/2*b1)
        a3, b3 = derivative(t + dt/2, lower + dt/2*a2, upper + dt/2*b2)
        a4, b4 = derivative(t + dt, lower + dt*a3, upper + dt*b3)
        lower = lower + dt / 6 * (a1 + 2*a2 + 2*a3 + a4)
        upper = upper + dt / 6 * (b1 + 2*b2 + 2*b3 + b4)
    mean_probability = 0.5 * weight @ np.abs(upper)**2
    intensity = c_au * field**2 / (8 * np.pi)
    cross_section = omega0 * mean_probability / (intensity * duration)
    return simpson(cross_section, x=omega)


# Quantum absorption against 2 pi^2 f / c. The finite pulse and the cut
# frequency window leave errors of order 1/(omega0*duration), below 1.5 %.
omega_test, mu_test = 0.5, 1.2
area_tdse = driven_two_level_area(omega_test, mu_test, 1e-4, 32)
f_test = 2 / 3 * omega_test * mu_test**2
ratio_tdse = area_tdse / (2 * np.pi**2 * f_test / c_au)
assert abs(ratio_tdse - 1) < 0.015

# Classical damped electron on a spring: its area must correspond to f = 1.
gamma = 0.05


def classical_cross_section(w):
    polarizability = 1 / (omega_test**2 - w**2 - 1j * gamma * w)
    return 4 * np.pi * w / c_au * polarizability.imag


area_classical = (quad(classical_cross_section, 0, 1, points=[omega_test],
                       limit=200)[0]
                  + quad(classical_cross_section, 1, np.inf, limit=200)[0])
f_classical = area_classical * c_au / (2 * np.pi**2)
assert abs(f_classical - 1) < 1e-6

# Quantum harmonic electron in 3D: three equivalent final states, from a grid.
x = np.linspace(-12, 12, 481)
h = x[1] - x[0]
levels, states = eigh_tridiagonal(
    1 / h**2 + 0.5 * omega_test**2 * x**2,
    np.full(x.size - 1, -0.5 / h**2), select="i", select_range=(0, 1))
dipole_1d = states[:, 0] @ (x * states[:, 1])
f_harmonic = 2 / 3 * (levels[1] - levels[0]) * 3 * dipole_1d**2
assert abs(f_harmonic - 1) < 1e-3

# Worked example: Gaussian band with round model parameters.
eps_max, nu0, width = 20000.0, 25000.0, 4000.0


def eps_band(nu):
    return eps_max * np.exp(-4 * np.log(2) * (nu - nu0)**2 / width**2)


sigma_per_eps = 1000 * LN10 / const.N_A
sigma_peak = sigma_per_eps * eps_max

# Decadic absorbance from many thin absorbing layers.
concentration, path, layers = 1e-5, 1.0, 100000
density = const.N_A * concentration / 1000
transmission = np.prod(np.full(layers, 1 - density*sigma_peak*path/layers))
absorbance_layers = -np.log10(transmission)
absorbance_beer = eps_max * concentration * path
assert abs(absorbance_layers / absorbance_beer - 1) < 1e-5

# Synthetic band of three broadened lines with known dipole vectors.
line_omega = np.array([0.100, 0.110, 0.125])
line_dipole = np.array([[0.9, 0.2, 0.0], [0.5, -0.7, 0.3], [0.1, 0.4, 0.6]])
line_strength = np.sum(line_dipole**2, axis=1)
w_grid = np.linspace(0.07, 0.155, 8001)
line_width = 0.002
shape = (np.exp(-(w_grid[None, :] - line_omega[:, None])**2
                / (2 * line_width**2)) / (line_width * np.sqrt(2 * np.pi)))
sigma_au = 4 * np.pi**2 * w_grid / (3 * c_au) * (line_strength @ shape)
eps_synthetic = sigma_au * bohr_cm**2 / sigma_per_eps
nu_grid = w_grid * hartree_cm
f_recovered = K * simpson(eps_synthetic, x=nu_grid)
D_recovered = 1.5 * K * hartree_cm * simpson(eps_synthetic/nu_grid, x=nu_grid)
f_input = 2 / 3 * line_omega @ line_strength
D_input = line_strength.sum()
assert abs(f_recovered / f_input - 1) < 1e-6
assert abs(D_recovered / D_input - 1) < 1e-6

# Area, oscillator strength and dipole of the Gaussian band.
low, high = nu0 - 5 * width, nu0 + 5 * width
area_numeric = quad(eps_band, low, high, points=[nu0], epsrel=1e-11)[0]
shape_factor = 0.5 * np.sqrt(np.pi / np.log(2))
area_formula = shape_factor * eps_max * width
assert abs(area_numeric / area_formula - 1) < 1e-9
f_band = K * area_formula
omega0 = nu0 / hartree_cm
D_narrow = 1.5 * f_band / omega0
mu_narrow = np.sqrt(D_narrow)
inverse_moment = quad(lambda nu: eps_band(nu) / nu, low, high,
                      points=[nu0], epsrel=1e-11)[0]
D_full = 1.5 * K * hartree_cm * inverse_moment
mu_full = np.sqrt(D_full)

# Leading width correction; the next term is 3 (s/nu0)^4, about 6e-5.
correction = width**2 / (8 * np.log(2)) / nu0**2
assert abs(D_full / D_narrow - 1 - correction) < 1e-4

print(f"Constant K                         {K:.4e} mol L^-1 cm^2")
print(f"Cross section per unit eps         {sigma_per_eps:.4e} mol cm^3 L^-1")
print(f"Speed of light                     {c_au:.3f} a.u.")
print(f"One hartree as wavenumber          {hartree_cm:.2f} cm^-1")
print(f"One atomic unit of dipole          {au_dipole_debye:.4f} D")
print("--- tests ---")
print(f"Two-level test: omega0             {omega_test:.2f} hartree")
print(f"Two-level test: dipole             {mu_test:.2f} a.u.")
print(f"Two-level area / formula           {ratio_tdse:.4f} (no unit)")
print(f"Classical oscillator f             {f_classical:.6f} (no unit)")
print(f"Quantum harmonic electron f        {f_harmonic:.5f} (no unit)")
print(f"Absorbance from thin layers        {absorbance_layers:.6f} (no unit)")
print(f"Absorbance eps*C*l                 {absorbance_beer:.6f} (no unit)")
print(f"Three-line band: f put in          {f_input:.6f} (no unit)")
print(f"Three-line band: f recovered       {f_recovered:.6f} (no unit)")
print(f"Three-line band: D put in          {D_input:.6f} a.u.")
print(f"Three-line band: D recovered       {D_recovered:.6f} a.u.")
print("--- Gaussian band ---")
print(f"Peak eps                           {eps_max:.0f} L mol^-1 cm^-1")
print(f"Band centre                        {nu0:.0f} cm^-1")
print(f"Full width at half maximum         {width:.0f} cm^-1")
print(f"Gaussian shape factor              {shape_factor:.4f} (no unit)")
print(f"Band area, formula                 {area_formula:.4e} L mol^-1 cm^-2")
print(f"Band area, quadrature              {area_numeric:.4e} L mol^-1 cm^-2")
print(f"Peak cross section                 {sigma_peak:.4e} cm^2")
print(f"Oscillator strength f              {f_band:.4f} (no unit)")
print(f"Transition energy                  {omega0:.5f} hartree")
print(f"Dipole strength, narrow band       {D_narrow:.4f} a.u.")
print(f"Transition dipole, narrow band     {mu_narrow:.4f} a.u.")
print(f"Transition dipole, narrow band     {mu_narrow*au_dipole_debye:.3f} D")
print(f"Integral of eps/nu                 {inverse_moment:.2f} L mol^-1 cm^-1")
print(f"Dipole strength, full integral     {D_full:.4f} a.u.")
print(f"Transition dipole, full integral   {mu_full:.4f} a.u.")
print(f"Transition dipole, full integral   {mu_full*au_dipole_debye:.3f} D")
print(f"Width correction to D, leading     {100*correction:.3f} percent")
print(f"Width correction to D, full        {100*(D_full/D_narrow-1):.3f} percent")
print("PASS")
```

Printed output:

```
Constant K                         4.3190e-09 mol L^-1 cm^2
Cross section per unit eps         3.8235e-21 mol cm^3 L^-1
Speed of light                     137.036 a.u.
One hartree as wavenumber          219474.63 cm^-1
One atomic unit of dipole          2.5417 D
--- tests ---
Two-level test: omega0             0.50 hartree
Two-level test: dipole             1.20 a.u.
Two-level area / formula           0.9974 (no unit)
Classical oscillator f             1.000000 (no unit)
Quantum harmonic electron f        0.99969 (no unit)
Absorbance from thin layers        0.200000 (no unit)
Absorbance eps*C*l                 0.200000 (no unit)
Three-line band: f put in          0.161700 (no unit)
Three-line band: f recovered       0.161700 (no unit)
Three-line band: D put in          2.210000 a.u.
Three-line band: D recovered       2.210000 a.u.
--- Gaussian band ---
Peak eps                           20000 L mol^-1 cm^-1
Band centre                        25000 cm^-1
Full width at half maximum         4000 cm^-1
Gaussian shape factor              1.0645 (no unit)
Band area, formula                 8.5157e+07 L mol^-1 cm^-2
Band area, quadrature              8.5157e+07 L mol^-1 cm^-2
Peak cross section                 7.6471e-17 cm^2
Oscillator strength f              0.3678 (no unit)
Transition energy                  0.11391 hartree
Dipole strength, narrow band       4.8433 a.u.
Transition dipole, narrow band     2.2007 a.u.
Transition dipole, narrow band     5.594 D
Integral of eps/nu                 3422.24 L mol^-1 cm^-1
Dipole strength, full integral     4.8660 a.u.
Transition dipole, full integral   2.2059 a.u.
Transition dipole, full integral   5.607 D
Width correction to D, leading     0.462 percent
Width correction to D, full        0.468 percent
PASS
```
